# Alloy-limited mobility of nondegenerate carriers in a parabolic band: a numerical check

```python
"""Alloy-disorder mobility of nondegenerate carriers in a parabolic band.

Result under test, in atomic units:
    mobility = (2 sqrt(2 pi)/3) / (W m^(5/2) sqrt(kT))
    W = x (1-x) U^2 cell_volume
x: fraction of one species; U: difference of site potentials averaged over
one cell; m: band mass; kT: thermal energy. W has units energy^2 * volume.
The example uses rough parameters for electrons in In0.53Ga0.47As.
Other scattering processes and band corrections are sized separately.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_A = BOHR_M * 1e10
KB = const.k / const.e / HARTREE
MOB_UNIT = const.e * BOHR_M**2 / const.hbar * 1e4
TIME_PS = const.hbar / (HARTREE * const.e) * 1e12

# Rough inputs, converted to atomic units where needed.
x, mass, U_eV, lattice_A = 0.53, 0.043, 0.80, 5.87
gap_eV, phonon_eV = 0.75, 0.033
eps_static, eps_high = 13.9, 11.6
deformation_eV, stiffness_GPa, density_SI = 7.0, 120.0, 5500.0
carrier_cm3, high_carrier_cm3, well_nm = 1e16, 1e18, 10.0
U = U_eV / HARTREE
cell = (lattice_A / BOHR_A)**3 / 4
W = x * (1 - x) * U**2 * cell
omega = phonon_eV / HARTREE
polar = 1 / eps_high - 1 / eps_static
carrier = carrier_cm3 * (BOHR_M * 100)**3
pressure_unit = HARTREE * const.e / BOHR_M**3
stiffness = stiffness_GPa * 1e9 / pressure_unit


def alloy_mobility(m, T, strength):
    return 2*np.sqrt(2*np.pi)/3 / (strength*m**2.5*np.sqrt(KB*T))


# Exact average over all occupations of a 12-site periodic crystal.
shape = np.array([2, 2, 3])
sites = np.array(list(itertools.product(*(range(n) for n in shape))))
occupied = (np.arange(2**12)[:, None] >> np.arange(12)) & 1
number = occupied.sum(axis=1)
probability = x**number * (1-x)**(12-number)
for wave in sites[1:]:
    phase = np.exp(2j*np.pi*(sites @ (wave/shape)))
    amplitude = (0.3 + 0.8*occupied) @ phase
    mean_square = probability @ np.abs(amplitude)**2
    assert np.isclose(mean_square, 12*x*(1-x)*0.8**2, rtol=1e-11)


def site_cross_section(k, potential, m, radius):
    """Transport cross section of a spherical site from phase shifts."""
    inside = np.sqrt(k**2 - 2*m*potential + 0j)
    shifts = []
    for ell in range(3):
        log_slope = np.real(inside*spherical_jn(ell, inside*radius, True)
                            / spherical_jn(ell, inside*radius))
        top = (k*spherical_jn(ell, k*radius, True)
               - log_slope*spherical_jn(ell, k*radius))
        bottom = (k*spherical_yn(ell, k*radius, True)
                  - log_slope*spherical_yn(ell, k*radius))
        shifts.append(np.arctan(top/bottom))
    return 4*np.pi/k**2 * sum((ell+1)*np.sin(shifts[ell]-shifts[ell+1])**2
                              for ell in range(2))


def numerical_mobility(m, T, site_U):
    """Boltzmann current using exact site scattering and a displaced f."""
    kT = KB*T
    node, weight = np.polynomial.legendre.leggauss(180)
    kmax = np.sqrt(80*m*kT)
    k = (node+1)*kmax/2
    wk = weight*kmax/2
    cosine, wc = np.polynomial.legendre.leggauss(10)
    radius = (3*cell/(4*np.pi))**(1/3)
    sigma = (x*site_cross_section(k, (1-x)*site_U, m, radius)
             + (1-x)*site_cross_section(k, -x*site_U, m, radius))
    tau = cell*m/(k*sigma)
    dk = 1e-3*np.sqrt(m*kT)
    kk, cc = k[:, None], cosine[None, :]
    plus = np.exp(-(kk**2+2*kk*dk*cc+dk**2)/(2*m*kT))
    minus = np.exp(-(kk**2-2*kk*dk*cc+dk**2)/(2*m*kT))
    change = -tau[:, None]*(plus-minus)/(2*dk)
    measure = wk[:, None]*wc[None, :]*kk**2
    return (np.sum(measure*kk/m*cc*change)
            / np.sum(measure*np.exp(-kk**2/(2*m*kT))))


weak_U = 0.01*U
weak = numerical_mobility(mass, 300, weak_U)
assert np.isclose(weak, alloy_mobility(mass, 300, W*1e-4), rtol=5e-3)
T_power = np.log(numerical_mobility(mass, 300, weak_U)
                 / numerical_mobility(mass, 100, weak_U))/np.log(3)
m_power = np.log(numerical_mobility(0.08, 300, weak_U)
                 / numerical_mobility(0.04, 300, weak_U))/np.log(2)
assert abs(T_power+0.5) < 0.01 and abs(m_power+2.5) < 0.01

# Separate evaluation in SI units.
W_SI = x*(1-x)*(U_eV*const.e)**2*(lattice_A*1e-10)**3/4
mu_SI = (2*np.sqrt(2*np.pi)/3*const.e*const.hbar**4
         / (W_SI*(mass*const.m_e)**2.5*np.sqrt(const.k*300)))
assert np.isclose(mu_SI*1e4, alloy_mobility(mass, 300, W)*MOB_UNIT, rtol=1e-7)

# A nearest-neighbour sphere and a primitive cell define U differently.
sphere = 4*np.pi/3*(np.sqrt(3)*lattice_A/4)**3
sphere_factor = (sphere/(lattice_A**3/4))**2
assert np.isclose(sphere_factor, 3*np.pi**2/16)


def angular_means(k, final_k):
    """Angular means of 1/q^2 and cos(angle)/q^2."""
    mean = np.log((k+final_k)/abs(k-final_k))/(2*k*final_k)
    return mean, ((k*k+final_k*final_k)*mean-1)/(2*k*final_k)


for power, value in enumerate(angular_means(0.7, 1.2)):
    direct = quad(lambda c: 0.5*c**power/(0.7**2+1.2**2-2*0.7*1.2*c), -1, 1)[0]
    assert np.isclose(value, direct, rtol=1e-9)


def impurity_rate(k, impurity_density, T):
    """Born momentum relaxation by screened singly charged impurities."""
    if impurity_density == 0:
        return 0*k
    screen2 = 4*np.pi*impurity_density/(eps_static*KB*T)
    b = 4*k*k/screen2
    return (2*np.pi*impurity_density*mass/(eps_static**2*k**3)
            * (np.log1p(b)-b/(1+b)))


test_k = np.sqrt(3*mass*KB*77)
test_screen = 4*np.pi*carrier/(eps_static*KB*77)
angular = quad(lambda c: 0.5*(1-c)*(4*np.pi/eps_static)**2
               / (2*test_k**2*(1-c)+test_screen)**2, -1, 1, epsabs=0)[0]
direct_rate = 2*np.pi*carrier*mass*test_k/(2*np.pi**2)*angular
assert np.isclose(impurity_rate(test_k, carrier, 77), direct_rate, rtol=1e-7)


def coupled_mobility(T, elastic_W, impurity_density, coupling):
    """Solve the linear Boltzmann equation on phonon energy ladders."""
    kT, levels = KB*T, 24
    occupation = 1/np.expm1(omega/kT)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    numerator = denominator = 0.0
    for t, wt in zip((nodes+1)/2, weights/2):
        energy = omega*(t*t+np.arange(levels))
        k = np.sqrt(2*mass*energy)
        velocity = k/mass
        elastic = elastic_W*mass*k/np.pi + impurity_rate(k, impurity_density, T)
        matrix = np.diag(elastic)
        if coupling:
            for j in range(levels):
                for step, population in ((1, occupation), (-1, occupation+1)):
                    if j+step < 0:
                        continue
                    final_k = np.sqrt(2*mass*(energy[j]+step*omega))
                    mean, cosine_mean = angular_means(k[j], final_k)
                    scale = 2*omega*coupling*population*mass*final_k
                    matrix[j, j] += scale*mean
                    if j+step < levels:
                        matrix[j, j+step] -= scale*cosine_mean
        response = np.linalg.solve(matrix, velocity)
        measure = wt*2*omega*t*np.sqrt(energy)*np.exp(-energy/kT)
        numerator += measure @ (velocity*response)
        denominator += measure.sum()
    return numerator/denominator/(3*kT)


assert np.isclose(coupled_mobility(300, W, 0, 0),
                  alloy_mobility(mass, 300, W), rtol=1e-7)
# Low-temperature polar limit; finite kT/omega leaves about two percent.
cold_T = omega/(100*KB)
alpha = polar*np.sqrt(mass/(2*omega))
polar_limit = np.expm1(100)/(2*mass*alpha*omega)
assert np.isclose(coupled_mobility(cold_T, 0, 0, polar), polar_limit, rtol=0.03)

# Acoustic equipartition is checked against the phonon occupation.
sound = (np.sqrt(stiffness_GPa*1e9/density_SI)
         / const.physical_constants["atomic unit of velocity"][0])
for T in (77, 300):
    frequency = sound*2*np.sqrt(3*mass*KB*T)
    quantum_factor = frequency/(2*KB*T)/np.tanh(frequency/(2*KB*T))
    assert abs(quantum_factor-1) < 0.01

# Two-band dispersion, s weight and velocity from diagonalization.
gap = gap_eV/HARTREE


def two_band(k):
    p = np.sqrt(gap/(2*mass))
    values, vectors = np.linalg.eigh([[0, p*k], [p*k, -gap]])
    return values[-1], vectors[0, -1]**2


k0 = 0.015
energy0, s_weight = two_band(k0)
ratio0 = energy0/gap
slope = (two_band(k0+1e-5)[0]-two_band(k0-1e-5)[0])/2e-5
assert np.isclose(energy0*(1+ratio0), k0**2/(2*mass))
assert np.isclose(s_weight, (1+ratio0)/(1+2*ratio0))
assert np.isclose(slope, k0/mass/(1+2*ratio0), rtol=1e-5)


def nonparabolic_factor(T, s_only):
    a = KB*T/gap

    def current(t):
        path = 1/(1+a*t)**2 if s_only else 1/(1+2*a*t)**2
        return t*(1+a*t)*path*np.exp(-t)

    def population(t):
        return np.sqrt(t*(1+a*t))*(1+2*a*t)*np.exp(-t)

    return (quad(current, 0, 60)[0]/quad(population, 0, 60)[0]
            * np.sqrt(np.pi)/2)


def degeneracy_factor(T, density_cm3):
    density = density_cm3*(BOHR_M*100)**3
    band_density = 2*(mass*KB*T/(2*np.pi))**1.5

    def filling(eta):
        return 2/np.sqrt(np.pi)*quad(
            lambda t: np.sqrt(t)/(1+np.exp(t-eta)), 0, max(eta, 0)+45,
            epsabs=1e-13, limit=200)[0]

    eta = brentq(lambda z: filling(z)-density/band_density, -20, 50)
    current = quad(lambda t: t/(4*np.cosh((t-eta)/2)**2), 0,
                   max(eta, 0)+45, epsabs=1e-13, limit=200)[0]
    assert np.isclose(current, np.log1p(np.exp(eta)), rtol=1e-6)
    return current/filling(eta)


# A narrow channel: state counting and the lowest infinite-wall subband.
grid = np.arange(-301, 302)
count = np.sum(grid[:, None]**2+grid[None, :]**2 <= 300.3**2)
count_energy = (2*np.pi*300.3)**2/(2*mass)
assert np.isclose(count, mass*count_energy/(2*np.pi), rtol=2e-3)
well = well_nm*10/BOHR_A
overlap = quad(lambda s: 4*np.sin(np.pi*s)**4, 0, 1)[0]/well
assert np.isclose(overlap, 3/(2*well))
well_mobility = 1/(W*mass**2*overlap)
subband_gap = 3*np.pi**2/(2*mass*well**2)

path = np.pi/(W*mass**2)
print("In0.53Ga0.47As, rough model inputs")
print(f"x = {x:.2f}; mass = {mass:.3f} m_e; U = {U_eV:.2f} eV")
print(f"lattice constant = {lattice_A:.2f} angstrom")
print(f"gap = {gap_eV:.2f} eV; optical phonon = {phonon_eV:.3f} eV")
print(f"dielectric constants = {eps_static:.1f}, {eps_high:.1f}")
print(f"deformation potential = {deformation_eV:.1f} eV")
print(f"elastic stiffness = {stiffness_GPa:.0f} GPa")
print(f"carriers = ionized impurities = {carrier_cm3:.1e} cm^-3")
print(f"cell volume = {cell*BOHR_A**3:.2f} angstrom^3")
print(f"W = {W*HARTREE**2*BOHR_A**3:.3f} eV^2 angstrom^3")
print(f"alloy mean free path = {path*BOHR_A/10:.0f} nm")
print(f"numerical T power = {T_power:.4f}; mass power = {m_power:.4f}")
print(f"sphere/cell rate factor at equal U = {sphere_factor:.4f}")
print(f"sphere-convention U for same rate = {U_eV/np.sqrt(sphere_factor):.3f} eV")
print(f"channel width = {well_nm:.0f} nm")
print(f"channel subband gap = {subband_gap*HARTREE:.3f} eV")
print(f"channel alloy mobility = {well_mobility*MOB_UNIT:.0f} cm^2/Vs")

for T in (77, 300):
    kT = KB*T
    mobility = alloy_mobility(mass, T, W)
    acoustic_W = (deformation_eV/HARTREE)**2*kT/stiffness
    polar_only = coupled_mobility(T, 0, 0, polar)
    impurity_only = coupled_mobility(T, 0, carrier, 0)
    without_alloy = coupled_mobility(T, acoustic_W, carrier, polar)
    with_alloy = coupled_mobility(T, acoustic_W+W, carrier, polar)
    site_ratio = numerical_mobility(mass, T, U)/mobility
    field = kT*HARTREE/(path*BOHR_M*100)
    print(f"T = {T} K; kT = {kT*HARTREE:.5f} eV")
    print(f" alloy mobility = {mobility*MOB_UNIT:.0f} cm^2/Vs")
    print(f" alloy mobility = {mobility:.4e} atomic units")
    print(f" mean relaxation time = {mobility*mass*TIME_PS:.3f} ps")
    print(f" exact-site/Born mobility ratio = {site_ratio:.4f}")
    print(f" nonparabolic factor, dispersion = {nonparabolic_factor(T, False):.3f}")
    print(f" nonparabolic factor, s part = {nonparabolic_factor(T, True):.3f}")
    print(f" degeneracy factor at {carrier_cm3:.0e} cm^-3 = "
          f"{degeneracy_factor(T, carrier_cm3):.3f}")
    print(f" degeneracy factor at {high_carrier_cm3:.0e} cm^-3 = "
          f"{degeneracy_factor(T, high_carrier_cm3):.3f}")
    print(f" acoustic/alloy rate ratio = {acoustic_W/W:.3f}")
    print(f" impurity-only mobility = {impurity_only*MOB_UNIT:.0f} cm^2/Vs")
    print(f" polar-only mobility = {polar_only*MOB_UNIT:.4g} cm^2/Vs")
    print(f" all but alloy mobility = {without_alloy*MOB_UNIT:.0f} cm^2/Vs")
    print(f" all with alloy mobility = {with_alloy*MOB_UNIT:.0f} cm^2/Vs")
    print(f" loss due to alloy = {100*(1-with_alloy/without_alloy):.1f} percent")
    print(f" field kT/(e path) = {field:.1f} V/cm")

print("PASS")
```

It prints:

```
In0.53Ga0.47As, rough model inputs
x = 0.53; mass = 0.043 m_e; U = 0.80 eV
lattice constant = 5.87 angstrom
gap = 0.75 eV; optical phonon = 0.033 eV
dielectric constants = 13.9, 11.6
deformation potential = 7.0 eV
elastic stiffness = 120 GPa
carriers = ionized impurities = 1.0e+16 cm^-3
cell volume = 50.57 angstrom^3
W = 8.061 eV^2 angstrom^3
alloy mean free path = 1224 nm
numerical T power = -0.4990; mass power = -2.4978
sphere/cell rate factor at equal U = 1.8506
sphere-convention U for same rate = 0.588 eV
channel width = 10 nm
channel subband gap = 0.262 eV
channel alloy mobility = 39455 cm^2/Vs
T = 77 K; kT = 0.00664 eV
 alloy mobility = 161623 cm^2/Vs
 alloy mobility = 3.7990e+06 atomic units
 mean relaxation time = 3.951 ps
 exact-site/Born mobility ratio = 0.9979
 nonparabolic factor, dispersion = 0.920
 nonparabolic factor, s part = 0.951
 degeneracy factor at 1e+16 cm^-3 = 0.954
 degeneracy factor at 1e+18 cm^-3 = 0.370
 acoustic/alloy rate ratio = 0.054
 impurity-only mobility = 70776 cm^2/Vs
 polar-only mobility = 1.135e+06 cm^2/Vs
 all but alloy mobility = 52771 cm^2/Vs
 all with alloy mobility = 34860 cm^2/Vs
 loss due to alloy = 33.9 percent
 field kT/(e path) = 54.2 V/cm
T = 300 K; kT = 0.02585 eV
 alloy mobility = 81882 cm^2/Vs
 alloy mobility = 1.9247e+06 atomic units
 mean relaxation time = 2.002 ps
 exact-site/Born mobility ratio = 0.9991
 nonparabolic factor, dispersion = 0.738
 nonparabolic factor, s part = 0.827
 degeneracy factor at 1e+16 cm^-3 = 0.994
 degeneracy factor at 1e+18 cm^-3 = 0.680
 acoustic/alloy rate ratio = 0.210
 impurity-only mobility = 281618 cm^2/Vs
 polar-only mobility = 1.715e+04 cm^2/Vs
 all but alloy mobility = 13562 cm^2/Vs
 all with alloy mobility = 11475 cm^2/Vs
 loss due to alloy = 15.4 percent
 field kT/(e path) = 211.2 V/cm
PASS
```
